# Brooks-Herring Mobility of Compensated and Uncompensated Silicon at Equal Net Doping

## Problem

Two uniform n-type silicon layers are held at 300 K, where $k_BT=25.85$ meV. Each has been implanted with phosphorus and annealed until every dopant atom sits on a lattice site and is ionized.

- Sample A was nearly undoped before the implant: $N_D=5\times10^{16}$ cm$^{-3}$ donors, $N_A=0$.
- Sample B already contained boron: $N_D=1\times10^{17}$ cm$^{-3}$ donors, $N_A=5\times10^{16}$ cm$^{-3}$ acceptors.

Take relative permittivity 11.7 and one isotropic electron mass $m=0.26\,m_e$. Ions are singly charged and placed independently at random. Electrons are nondegenerate, and holes are negligible.

1. Find the screening length in each sample.
2. Find how the rate of scattering by the ions depends on $N_D$ and $N_A$.
3. Calculate the two mobilities limited by ion scattering, in the Brooks-Herring model.
4. Decide how much of the contrast survives when lattice vibrations also scatter, and when the Born approximation is given up.

## Hints

**Hint 1.** Which charges can move when a small potential is applied, and which are fixed?

**Hint 2.** Give ion $j$ the sign $s_j=+1$ for a donor and $-1$ for an acceptor. Write the matrix element for all ions together before squaring it. Separate the terms with equal indices from the rest.

**Hint 3.** A small deflection hardly changes the current. Weight each scattering event by $1-\cos\theta$, and use the momentum transfer $q$ as integration variable.

**Hint 4.** In the energy average, a logarithm varies slowly. Find where the rest of the integrand peaks.

## Full solution

### 1. Screening

SI formulas are used, with $e>0$. Neutrality requires $n=N_D-N_A$, so both samples have $n=5\times10^{16}$ cm$^{-3}$.

In a potential $\varphi$ the electron energy changes by $-e\varphi$, and the Boltzmann density becomes $n\,e^{e\varphi/k_BT}$. The ions are fixed, so the induced charge density comes from the electrons:

$$\rho_{\rm ind}=-en\left(e^{e\varphi/k_BT}-1\right)\approx-\frac{e^2n}{k_BT}\varphi .$$

The last form assumes $e|\varphi|\ll k_BT$. Away from the ion, Poisson's equation $\nabla^2\varphi=-\rho_{\rm ind}/\varepsilon$ gives

$$\nabla^2\varphi=\frac{\varphi}{L^2},\qquad L^2=\frac{\varepsilon k_BT}{e^2n}.$$

For a spherical solution set $\varphi=u/r$. Then $u''=u/L^2$, whose decaying solution is $u\propto e^{-r/L}$. Near the ion the potential must be that of the bare charge $s_je$, which fixes the factor. The electron's potential energy is therefore

$$V_j(r)=-s_j\frac{e^2}{4\pi\varepsilon r}e^{-r/L}.$$

Since $n$ is the same, so is the length: $L=18.28$ nm in both samples. The extra dopants in B do not shorten it, because fixed ions do not rearrange.

### 2. Scattering by many ions

Let the crystal have volume $\Omega$. Between plane waves $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$, the matrix element is

$$M=\frac{v(q)}{\Omega}\sum_j s_j e^{-i\mathbf q\cdot\mathbf r_j}.$$

Here $v(q)$ is the Fourier transform of the energy near one donor. The angular integral of the plane wave gives $4\pi\sin(qr)/(qr)$, so

$$v(q)=-\frac{e^2}{\varepsilon q}\int_0^\infty\sin(qr)\,e^{-r/L}dr=-\frac{e^2}{\varepsilon}\frac{1}{q^2+L^{-2}} .$$

In the first Born approximation the rate depends on $|M|^2$, which contains

$$\Big|\sum_j s_je^{-i\mathbf q\cdot\mathbf r_j}\Big|^2=\sum_j s_j^2+\sum_{j\ne l}s_js_l\,e^{-i\mathbf q\cdot(\mathbf r_j-\mathbf r_l)} .$$

Every $s_j^2$ equals 1, whatever the sign of the ion. The first sum is the number of ions, $\Omega(N_D+N_A)$. In the second sum the positions are independent and uniform, so each phase factor averages to zero for any allowed $\mathbf q\ne0$. Hence

$$\Big\langle\Big|\sum_j s_je^{-i\mathbf q\cdot\mathbf r_j}\Big|^2\Big\rangle=\Omega N_I,\qquad N_I=N_D+N_A .$$

The difference $N_D-N_A$ fixes the mean ionic charge, which is the $\mathbf q=0$ part. Electrons neutralize it, and $\mathbf q=0$ causes no deflection. Scattering comes from fluctuations about the mean. Adding independent positive and negative charges can cancel the mean, but it adds to the variance.

This step was tested on 300 random arrangements in a periodic box, with 30 donors for A and 60 donors plus 30 acceptors for B. The momentum loss was summed directly from the squared amplitudes. The ratio B/A was $3.003\pm0.015$. The ion densities have the ratio 3, and the net densities have the ratio 1.

### 3. From amplitude to relaxation time

The golden rule gives the rate into a solid angle $d\Omega'$:

$$\frac{dW}{d\Omega'}=\frac{2\pi}{\hbar}\,\frac{\Omega}{(2\pi)^3}\int k'^2dk'\,\frac{N_I|v(q)|^2}{\Omega}\,\delta(E'-E).$$

With $E'=\hbar^2k'^2/2m$, the integral of $k'^2\delta(E'-E)$ is $mk/\hbar^2$. The volume cancels, leaving

$$\frac{dW}{d\Omega'}=N_I\frac{mk}{4\pi^2\hbar^3}|v(q)|^2
=N_I\frac{\hbar k}{m}|f|^2,\qquad |f|=\frac{m|v(q)|}{2\pi\hbar^2}.$$

Define the effective Bohr radius $a=4\pi\varepsilon\hbar^2/(me^2)=2.381$ nm. Then $me^2/(2\pi\varepsilon\hbar^2)=2/a$, and

$$|f|=\frac{2/a}{q^2+L^{-2}} .$$

An electric field adds to the distribution a part $g(E)\cos\vartheta$, where $\vartheta$ is the angle between $\mathbf k$ and the field axis. Elastic collisions change it at the rate

$$N_Iv\,g\int|f|^2(\cos\vartheta'-\cos\vartheta)\,d\Omega' ,$$

with speed $v=\hbar k/m$. Since $|f|^2$ depends only on the deflection $\theta$, averaging over azimuth about $\mathbf k$ replaces $\cos\vartheta'$ by $\cos\vartheta\cos\theta$. The rate becomes $-g\cos\vartheta/\tau$, with

$$\frac1\tau=N_Iv\sigma_m,\qquad \sigma_m=\int(1-\cos\theta)|f|^2d\Omega' .$$

For elastic scattering $q^2=2k^2(1-\cos\theta)$. Therefore $1-\cos\theta=q^2/2k^2$ and $\sin\theta\,d\theta=q\,dq/k^2$. Inserting these,

$$\sigma_m=2\pi\,\frac{4}{a^2}\,\frac1{2k^4}\int_0^{2k}\frac{q^3dq}{(q^2+L^{-2})^2}.$$

Put $y=q^2+L^{-2}$, so $q^3dq=\tfrac12(y-L^{-2})dy$. The integral is

$$\frac12\left[\ln y+\frac{L^{-2}}y\right]_{L^{-2}}^{4k^2+L^{-2}}=\frac12G,$$

$$G=\ln(1+\beta^2)-\frac{\beta^2}{1+\beta^2},\qquad\beta=2kL .$$

Thus

$$\sigma_m=\frac{2\pi G}{a^2k^4}.$$

At $E=3k_BT$ the wavenumber is $k=0.7275$ nm$^{-1}$. This gives $\beta^2=707.7$ and $G=5.565$, so

$$\sigma_m=\frac{2\pi\times5.565}{(2.381)^2(0.7275)^4}\ {\rm nm^2}=22.0\ {\rm nm^2}.$$

The speed is $3.239\times10^7$ cm/s. For A,

$$\frac1\tau=(5\times10^{16})(3.239\times10^7)(2.20\times10^{-13})\ {\rm s^{-1}},$$

or $\tau=2.81$ ps. For B the ion density is $1.5\times10^{17}$ cm$^{-3}$, and $\tau=0.935$ ps.

### 4. Mobility

Let the force on an electron along $z$ be $F$. In the steady state, to first order in $F$,

$$\frac F\hbar\frac{\partial f_0}{\partial k_z}=-\frac{\delta f}{\tau}.$$

For $f_0\propto e^{-E/k_BT}$ the derivative is $-\hbar v_zf_0/k_BT$. Hence $\delta f=F\tau v_zf_0/k_BT$, and the mean velocity is

$$\langle v_z\rangle=\frac{F}{k_BT}\langle\tau v_z^2\rangle_0=\frac{F}{3k_BT}\langle\tau v^2\rangle_0 .$$

The subscript 0 means an average over $f_0$. Write $x=E/k_BT$. Then $v^2=2xk_BT/m$, and the energy distribution is $(2/\sqrt\pi)\sqrt x\,e^{-x}$. The mobility, taken positive, is

$$\mu=\frac em\,\frac4{3\sqrt\pi}\int_0^\infty\tau(x)\,x^{3/2}e^{-x}dx .$$

From section 3, $\tau=ma^2k^3/(2\pi\hbar N_IG)$. Since $k^3\propto x^{3/2}$, the integrand is $x^3e^{-x}$ times the slowly varying $1/G$. The function $x^3e^{-x}$ has its maximum at $x=3$. Freeze $G$ there and use $\int_0^\infty x^3e^{-x}dx=6$:

$$\mu\approx\frac em\,\frac8{\sqrt\pi}\,\frac{ma^2(2mk_BT)^{3/2}}{2\pi\hbar^4N_IG}.$$

Substituting $a^2=16\pi^2\varepsilon^2\hbar^4/(m^2e^4)$ cancels $\hbar$ in the prefactor, though $G$ still contains it through $k$:

$$\mu\approx\frac{128\sqrt{2\pi}\,\varepsilon^2(k_BT)^{3/2}}{e^3\sqrt m\,N_I\,G}.$$

The same result follows quickly from the time already found. With $G$ frozen, $\tau(x)=\tau(3)(x/3)^{3/2}$, so

$$\mu\approx\frac em\tau(3)\,\frac{8}{\sqrt\pi\,3^{3/2}}=0.869\,\frac em\tau(3).$$

This gives 16,480 cm$^2$/Vs for A and 5,490 cm$^2$/Vs for B. Keeping $G(x)$ inside the integral gives

$$\mu_A=16{,}180\ {\rm cm^2/Vs},\qquad \mu_B=5{,}390\ {\rm cm^2/Vs},$$

or 1.618 and 0.539 m$^2$/Vs. The closed formula is about 2% above the full average.

The ratio does not need the frozen $G$. At each energy the two samples have the same $v$ and $\sigma_m$, so $N_I$ comes out of the integral:

$$\frac{\mu_A}{\mu_B}=\frac{(N_D+N_A)_B}{(N_D+N_A)_A}=3 .$$

With $n$ held fixed, $N_I=n+2N_A$. Within this model, compensation multiplies the mobility by $n/(n+2N_A)$.

### 5. Where the difference still enters

The net density acts through $L$. Differentiating $G$ gives

$$\frac{dG}{d\ln\beta^2}=\left(\frac{\beta^2}{1+\beta^2}\right)^2,$$

which is nearly 1 here. Suppose $N_I$ and $T$ are held fixed while compensation halves $n$. Then $\beta^2$ doubles, and $G$ at $3k_BT$ rises from 5.57 to 6.26. The closed formula gives a mobility 11% lower. Fewer electrons screen less well, but only a logarithm responds.

In the opposite limit, $\beta\ll1$, expansion gives $G\approx\beta^4/2$ and $\sigma_m\approx16\pi L^4/a^2$. Because $L^4\propto n^{-2}$, the rate varies as $(N_D+N_A)/(N_D-N_A)^2$. The sum still counts the scatterers, while the difference now strongly controls the strength of each. At equal $n$ the ratio rule is unchanged. This is a limit of the Born formula, not a prediction for cold silicon: in a nondegenerate gas in this model, electrons near $3k_BT$ do not reach $\beta\ll1$ at any temperature above about 0.1 K, where the donors have long frozen out and the Born approximation fails for such slow electrons. At higher temperatures only the slow tail of the distribution can have small $\beta$. The present samples are far from this limit.

### 6. Phonons and the real layer

For acoustic phonons, take a scattering rate proportional to the density of states, hence to $\sqrt x$. Set its size by a rough lattice mobility of 1400 cm$^2$/Vs. Adding the phonon and ion rates at each energy before averaging gives 1090 cm$^2$/Vs for A and 859 cm$^2$/Vs for B. The threefold contrast shrinks to a ratio of 1.27.

Adding reciprocal mobilities instead would give about 1290 and 1110 cm$^2$/Vs. These are too high for a definite reason. The combined time $\tau_1\tau_2/(\tau_1+\tau_2)$ is a concave function of $\tau_1$ and $\tau_2$, so its average cannot exceed its value at the averaged times. Here the ion time grows with energy while the phonon time falls, and the gap is large.

The dopings are in the range of a moderately doped well, and B resembles a boron-doped region counterdoped with phosphorus. A total electron mobility of roughly 900 to 1000 cm$^2$/Vs is the right size for uncompensated silicon at A's doping. The model's 1090 cm$^2$/Vs lies 10 to 20% above this, so the ratio 1.27 belongs to the model; empirical mobility fits for compensated silicon suggest roughly 1.4. The value 16,180 cm$^2$/Vs is not a mobility to expect at room temperature; it describes one scattering process alone. Of the two assumptions tested in this section, the absence of phonons matters more: including them moves the ratio from 3 to about 1.3 in this model. Full ionization is a smaller fault. If each donor has only a ground level 45 meV deep with two spin states, the electron densities fall short of the net doping by 2% in A and 4% in B, and the ion-limited ratio becomes 3.02 when the screening includes the response of the donor occupation. An isolated phosphorus donor also has ten excited 1s states about 33 meV deep. Counting these raises the shortfalls to about 7% and 14%, and the ratio to about 3.09. Scattering by neutral donors is left out.

### 7. Limits of the Brooks-Herring model

**Sign of the ion.** The Born rate contains $s_j^2$ and cannot tell attraction from repulsion. A partial-wave calculation can. With the coupling reduced to 5% of its value, the cross sections at $3k_BT$ were 1.003 (donor) and 0.996 (acceptor) times the Born value, which tests $\sigma_m$. At full coupling the factors are 0.955 and 0.839. Weighting the ions accordingly, the rate ratio at this energy is

$$\frac{2(0.955)+0.839}{0.955}=2.88 .$$

The energy-averaged mobilities, 16,990 and 5,900 cm$^2$/Vs, have the same ratio to this accuracy. Scattering remains a sum of positive contributions, but donors and acceptors no longer have equal weights. The Born error grows for slow electrons: near $0.5\,k_BT$ the factors are about 0.78 and 0.48. These energies matter once phonons are added. Partial-wave ion rates combined with the phonon rate of section 6 give about 1120 and 910 cm$^2$/Vs, a ratio of 1.23 instead of 1.27.

**Electron-electron collisions.** These conserve total momentum but redistribute it among energies. If they are fast enough to enforce a displaced Maxwell distribution, $\delta f\propto v_zf_0$. Balancing force against momentum loss then gives $\mu=e/(m\overline{1/\tau})$, where the bar denotes the weight $(4/3\sqrt\pi)x^{3/2}e^{-x}$. The results are 6870 and 2290 cm$^2$/Vs. This limit lowers both values by more than half but leaves the ratio 3. Between the two limits the ratio need not be 3, since the electron-electron rate does not scale with $N_I$.

**Mass and statistics.** Using a density-of-states mass of $0.328\,m_e$ for scattering and a conductivity mass of $0.260\,m_e$ for acceleration raises both mobilities by 8%. This is only an estimate. Solving the Born collision term for ellipsoidal valleys with masses $0.19\,m_e$ and $0.98\,m_e$ gives a rise of about 5%, with a longitudinal relaxation time about 3.4 times the transverse one. The ratio 3 is unchanged. With the six valleys of silicon the Fermi level lies $6.3\,k_BT$ below the band edge, and degeneracy changes the screening density by less than 0.1%. For a single valley of mass $0.26\,m_e$ the figures would be $4.2\,k_BT$ and 0.5%.

**Linear screening.** The ion energy reaches $k_BT$ at 3.9 nm. Linearization fails inside that radius; its effect on the mobility was not calculated.

## Variation 1: donor-acceptor pairs

**Question.** Suppose each acceptor in B has a donor at distance $d=0.5$ nm, with random pair orientation. The pairs and remaining donors are placed independently. Does the sum rule survive?

**Solution.** The phases within a pair are now related. One pair contributes

$$|1-e^{-i\mathbf q\cdot\mathbf d}|^2=2-2\cos(\mathbf q\cdot\mathbf d).$$

Averaging over orientation replaces the cosine by $\sin(qd)/(qd)$. The effective scatterer density at a given $q$ is

$$N_{\rm eff}(q)=N_D+N_A-2N_A\frac{\sin qd}{qd}.$$

For $qd\ll1$, use $\sin(qd)/(qd)\approx1-q^2d^2/6$:

$$N_{\rm eff}(q)\approx N_D-N_A+\frac{N_Aq^2d^2}{3}.$$

The difference has returned, plus a small dipole term. To average over deflections, weight by $q^3/(q^2+L^{-2})^2$. For $\beta\gg1$ the mean of $q^2$ is approximately $2k^2/(G/2)=4k^2/G=0.38$ nm$^{-2}$ at $3k_BT$. The dipole term is then about $1.6\times10^{15}$ cm$^{-3}$. Full integration gives $N_{\rm eff}=5.15\times10^{16}$ cm$^{-3}$, only 3% above A's ion density. In the Born model, tight pairing would nearly remove the contrast. For $qd\gg1$ the interference term fades and the sum returns.

## Variation 2: overlapping ions

**Question.** A sphere of radius $L$ contains on average 1.3 ions in A and 3.8 in B, so their screened potentials overlap. Replace screening by a cutoff: an electron interacts with an ion only if its impact parameter is below half the mean spacing, $b_{\max}=\tfrac12N_I^{-1/3}$. What is the ratio now?

**Solution.** For a classical Coulomb orbit, $\tan(\theta/2)=b_0/b$, with

$$b_0=\frac{e^2}{8\pi\varepsilon E}=\frac1{ak^2}.$$

Hence $1-\cos\theta=2\sin^2(\theta/2)=2b_0^2/(b^2+b_0^2)$, and

$$\sigma_m=\int_0^{b_{\max}}\frac{4\pi b_0^2\,b\,db}{b^2+b_0^2}
=\frac{2\pi}{a^2k^4}\ln\left(1+\frac{b_{\max}^2}{b_0^2}\right).$$

The prefactor is that of the Born result; the logarithm differs. At $3k_BT$, $b_0=0.79$ nm, while $b_{\max}$ is 13.6 nm in A and 9.4 nm in B. The logarithms are 5.68 and 4.95, so the ratio of relaxation times is $3\times4.95/5.68=2.61$.

Averaging over energy gives mobilities of 15,900 and 6,120 cm$^2$/Vs, with ratio 2.60. Each ion in B acts over a smaller area, which partly offsets their larger number. The departure from 3 measures the sensitivity to the choice of cutoff; it does not establish which treatment of overlap is better. A classical orbit is justified for $ka\ll1$, whereas $ka=1.7$ at $3k_BT$, so these values are rough.

## Calculated quantities

```
temperature: 300 K; kT: 25.85 meV
relative permittivity: 11.7; mass: 0.26 electron masses
donor density: A 5e+16, B 1e+17 cm^-3
acceptor density: A 0, B 5e+16 cm^-3
net donor density: A 5e+16, B 5e+16 cm^-3
total ion density: A 5e+16, B 1.5e+17 cm^-3
screening length, both samples: 18.28 nm
effective Bohr radius: 2.381 nm
wavenumber at 3 kT: 0.7275 nm^-1
beta squared at 3 kT: 707.7; G: 5.565
Born cross section at 3 kT: 22.01 nm^2
speed at 3 kT: 3.239e+07 cm/s
relaxation time at 3 kT: A 2.805, B 0.9349 ps
closed-form Brooks-Herring mobility: A 16481, B 5494 cm2/Vs
averaged Brooks-Herring mobility: A 16177, B 5392 cm2/Vs
averaged Brooks-Herring mobility: A 1.6177, B 0.5392 m2/Vs
Brooks-Herring, mobility ratio A/B: 3.000
ion-density ratio B/A: 3.000
net-density ratio B/A: 1.000
random-ion loss ratio B/A: 3.003 +/- 0.015
weak-coupling wave/Born: donor 1.0032, acceptor 0.9958
rough lattice mobility: 1400 cm2/Vs
mobility with phonons: A 1090, B 859 cm2/Vs
with phonons, mobility ratio A/B: 1.269
donor depth: 45 meV; Nc: 2.832e+19 cm^-3
electron density with finite donor depth: A 4.903e+16, B 4.81e+16 cm^-3
Brooks-Herring with finite donor depth: A 16494, B 5460 cm2/Vs
finite donor depth, mobility ratio A/B: 3.021
Fermi level minus band edge: -6.34 kT
degeneracy change of screening density: -0.062 %
full wave/Born at 3 kT: donor 0.955, acceptor 0.839
partial-wave mobility: A 16989, B 5904 cm2/Vs
partial waves, mobility ratio A/B: 2.878
ions per screening sphere: A 1.28, B 3.84 (number)
half-spacing cutoff mobility: A 15903, B 6117 cm2/Vs
half-spacing cutoff, mobility ratio A/B: 2.600
transverse, longitudinal masses: 0.19, 0.98 electron masses
density-of-states mass per valley: 0.328; conductivity mass: 0.260 electron masses
two-mass estimate of mobility: A 17468, B 5823 cm2/Vs
strong electron-electron limit: A 6870, B 2290 cm2/Vs
radius where ion energy equals kT: 3.86 nm
pair distance in counterexample: 0.5 nm
effective ion density of paired B at 3 kT: 5.154e+16 cm^-3
```
